# Optimum Load and Matching Burden at 45 V and 15 V Amplitude: verification in Python

```python
# Result under test: a drain-voltage amplitude V and output power P require
# the load R = V^2/(2P), which is the best unclipped load of a device with
# current amplitude limit 2P/V. Matching R to R0 with one L-section needs
# Q = sqrt(R0/R - 1); bandwidth and inductor loss follow from Q.
# Symbols: V amplitude (V), P power (W), R load (ohm), R0 system resistance,
# gamma reflection coefficient referred to R, QL and QC component quality.
import numpy as np
from scipy.optimize import brentq

P, R0, f0 = 100.0, 50.0, 2.0e9
w0 = 2 * np.pi * f0
amplitudes = np.array([45.0, 15.0])
knee_fraction = 0.1            # knee voltage divided by supply voltage
QL, QC, gamma_max = 50.0, 200.0, 0.1
cout_high = 6e-12             # rough output capacitance of the 45 V device
stray_L = 0.1e-9


def ladder(elements, f, ql=np.inf, qc=np.inf):
    """Kirchhoff solution from the R0 load back to the device.
    Returns input impedance and fraction of input power reaching R0."""
    w = 2 * np.pi * np.asarray(f, dtype=float)
    v = np.ones_like(w, dtype=complex)
    i = v / R0
    for kind, value in elements:
        if kind == "C":
            i = i + (1j * w * value + w0 * value / qc) * v
        else:
            v = v + (1j * w * value + w0 * value / ql) * i
    return v / i, (1 / R0) / np.real(v * np.conj(i))


def section(r_low, r_high, extra_x=0.0):
    """Shunt capacitor at r_high, then series inductor toward r_low."""
    q = np.sqrt(r_high / r_low - 1)
    return [("C", q / (r_high * w0)), ("L", (r_low * q + extra_x) / w0)]


def reflection(elements, f, r):
    z = ladder(elements, f)[0]
    return np.abs((z - r) / (z + r))


def bandwidth(elements, r):
    """Contiguous fractional band around f0 with |gamma| <= gamma_max."""
    d = np.arange(0, 0.6, 1e-5)
    total = 0.0
    for sign in (1, -1):
        outside = reflection(elements, f0 * (1 + sign * d), r) > gamma_max
        assert outside.any() and not outside[0]
        total += d[np.argmax(outside)]
    return total


# Sampled class B waveforms: unit-peak half-sine current
theta = np.arange(7200) * 2 * np.pi / 7200
half_sine = np.maximum(np.cos(theta), 0)
fund = 2 * np.mean(half_sine * np.cos(theta))
dc = np.mean(half_sine)
drives = np.linspace(0, 1, 2001)


def best_power(load, supply, knee, i_peak):
    """Largest power over drive levels that keep the drain above the knee."""
    unit_ac = i_peak * fund * load * np.cos(theta)
    allowed = supply - drives * unit_ac.max() >= knee - 1e-6
    unit_power = np.mean(unit_ac * i_peak * half_sine)
    return np.max(drives[allowed] ** 2) * unit_power


R = amplitudes**2 / (2 * P)
I = 2 * P / amplitudes
supply = amplitudes / (1 - knee_fraction)
knee = supply - amplitudes
i_peak = I / fund
loads = np.geomspace(0.3, 30, 4001)
scan_R, scan_P, half_P, double_P, efficiency = [], [], [], [], []
for k in range(2):
    args = (supply[k], knee[k], i_peak[k])
    powers = np.array([best_power(x, *args) for x in loads])
    scan_R.append(loads[np.argmax(powers)])
    scan_P.append(powers.max())
    half_P.append(best_power(R[k] / 2, *args))
    double_P.append(best_power(2 * R[k], *args))
    efficiency.append(best_power(R[k], *args) / (supply[k] * i_peak[k] * dc))
# Tolerances below reflect the load and drive grids
assert np.allclose(scan_R, R, rtol=3e-3)
assert np.allclose(scan_P, P, rtol=3e-3)
assert np.allclose(half_P, P / 2, rtol=3e-3)
assert np.allclose(double_P, P / 2, rtol=3e-3)
assert np.allclose(efficiency, np.pi * amplitudes / (4 * supply), rtol=1e-4)

# Single L-section: match, slope, bandwidth and loss
n = R0 / R
Q = np.sqrt(n - 1)
nets = [section(r, R0) for r in R]
bw = np.array([bandwidth(nets[k], R[k]) for k in range(2)])
bw_formula = 2 * gamma_max * np.sqrt(n) / (n - 1)
loss = np.array([1 - ladder(e, f0, QL)[1] for e in nets])
loss_both = np.array([1 - ladder(e, f0, QL, QC)[1] for e in nets])
for k in range(2):
    assert abs(ladder(nets[k], f0)[0] - R[k]) < 1e-9
    slope = reflection(nets[k], f0 * (1 + 1e-5), R[k]) / 1e-5
    assert np.isclose(slope, (n[k] - 1) / np.sqrt(n[k]), rtol=1e-3)
assert np.allclose(bw, bw_formula, rtol=0.05)  # first order in detuning
assert np.allclose(loss, Q / (Q + QL), rtol=1e-9)

# Retuned so that the device sees R including the inductor resistance
retuned_loss = []
for r in R:
    rs = brentq(lambda x: x * (1 + np.sqrt(R0 / x - 1) / QL) - r, r / 2, r)
    z, eff = ladder(section(rs, R0), f0, QL)
    assert abs(z - r) < 1e-8
    retuned_loss.append(1 - eff)

# Two L-sections for the low-voltage device
middle = np.sqrt(R[1] * R0)
two = section(middle, R0) + section(R[1], middle)
Q_two = np.sqrt(middle / R[1] - 1)
assert abs(ladder(two, f0)[0] - R[1]) < 1e-9
bw_two = bandwidth(two, R[1])
loss_two = 1 - ladder(two, f0, QL)[1]
assert bw_two > bw[1] and loss_two < loss[1]

# Output capacitance proportional to current rating, absorbed in the match
cout = cout_high * I / I[0]
q_out = w0 * R * cout
R_series = R / (1 + q_out**2)
X_series = R_series * q_out
Q_c = np.sqrt(R0 / R_series - 1)
bw_c, loss_c = [], []
for k in range(2):
    net = section(R_series[k], R0, X_series[k]) + [("C", cout[k])]
    assert abs(ladder(net, f0)[0] - R[k]) < 1e-9
    bw_c.append(bandwidth(net, R[k]))
    loss_c.append(1 - ladder(net, f0, QL)[1])
assert R_series[0] / R_series[1] < R[0] / R[1]

# Stray inductance in series with an otherwise matched load
stray_gamma = [reflection(nets[k] + [("L", stray_L)], f0, R[k])
               for k in range(2)]
assert stray_gamma[1] > stray_gamma[0]

# Alternative reading: 15 V is the supply, with the same knee fraction
V_alt = 15.0 * (1 - knee_fraction)
R_alt = V_alt**2 / (2 * P)

# One-pass self-heating estimate for the 45 V device
breakdown, r_thermal, T_case, T_ref, power_law = 150.0, 1.5, 350.0, 300.0, 1.5
heat = P / efficiency[0] - P
T_hot = T_case + r_thermal * heat
r_on = knee[0] / i_peak[0]
r_hot = r_on * (T_hot / T_ref) ** power_law
V_hot = brentq(lambda v: v + r_hot * 2 * P / (v * fund) - supply[0],
               supply[0] / 2, supply[0])
R_hot = V_hot**2 / (2 * P)
assert R_hot < R[0]


def show(label, pair, unit, digits=3):
    print(f"{label}: {pair[0]:.{digits}f} | {pair[1]:.{digits}f} {unit}")


print(f"Power {P:.0f} W, system {R0:.0f} ohm, frequency {f0/1e9:.1f} GHz")
print("Pairs: 45 V amplitude | 15 V amplitude")
show("Optimum load R", R, "ohm")
show("Load found by waveform scan", scan_R, "ohm")
show("Power found at scan optimum", scan_P, "W", 2)
show("Power at half the optimum load", half_P, "W", 2)
show("Power at twice the optimum load", double_P, "W", 2)
show("Fundamental current amplitude", I, "A")
show("Peak drain current", i_peak, "A")
show("Supply voltage", supply, "V", 2)
show("Knee voltage", knee, "V", 2)
show("Drain efficiency", 100 * np.array(efficiency), "%", 2)
show("Transformation ratio R0/R", n, "(no unit)")
show("Matching Q", Q, "(no unit)")
show("Series reactance", R * Q, "ohm")
show("Shunt reactance magnitude", R0 / Q, "ohm")
show("Series inductance", [e[1][1] * 1e9 for e in nets], "nH")
show("Shunt capacitance", [e[0][1] * 1e12 for e in nets], "pF")
print(f"Reflection limit for bandwidth: {gamma_max:.2f} (no unit)")
show("Bandwidth, network solution", 100 * bw, "%", 2)
show("Bandwidth, first-order formula", 100 * bw_formula, "%", 2)
print(f"Component quality: inductor {QL:.0f}, capacitor {QC:.0f}")
show("Inductor loss", 100 * loss, "% of device output", 2)
show("Inductor loss after retuning", 100 * np.array(retuned_loss), "%", 2)
show("Inductor and capacitor loss", 100 * loss_both, "%", 2)
print(f"15 V, two sections: middle resistance {middle:.3f} ohm")
print(f"15 V, two sections: Q of each {Q_two:.3f} (no unit)")
print(f"15 V, two sections: bandwidth {100*bw_two:.2f} %")
print(f"15 V, two sections: inductor loss {100*loss_two:.2f} %")
show("Output capacitance", cout * 1e12, "pF", 1)
show("omega R Cout", q_out, "(no unit)")
show("Series resistance with Cout", R_series, "ohm")
show("Series reactance with Cout", X_series, "ohm")
show("L-section Q with Cout", Q_c, "(no unit)")
show("Bandwidth with Cout", 100 * np.array(bw_c), "%", 2)
show("Inductor loss with Cout", 100 * np.array(loss_c), "%", 2)
print(f"Stray inductance {stray_L*1e9:.1f} nH: {w0*stray_L:.3f} ohm")
show("Reflection from stray inductance", stray_gamma, "(no unit)")
print(f"15 V as supply: amplitude {V_alt:.2f} V, load {R_alt:.3f} ohm")
print(f"15 V as supply: transformation ratio {R0/R_alt:.2f} (no unit)")
show("Peak drain voltage", supply + amplitudes, "V", 2)
print(f"Rough breakdown voltage, 45 V device: {breakdown:.0f} V")
print(f"45 V device: dissipated power {heat:.2f} W")
print(f"Thermal resistance {r_thermal:.1f} K/W, case {T_case:.0f} K")
print(f"On-resistance power law {power_law:.1f}, from {T_ref:.0f} K")
print(f"Estimated channel temperature {T_hot:.1f} K")
print(f"On-resistance: cool {r_on:.3f} ohm, hot {r_hot:.3f} ohm")
print(f"Hot, 100 W: amplitude {V_hot:.2f} V, load {R_hot:.3f} ohm")
print("all tests passed")
```

Printed output:

```
Power 100 W, system 50 ohm, frequency 2.0 GHz
Pairs: 45 V amplitude | 15 V amplitude
Optimum load R: 10.125 | 1.125 ohm
Load found by waveform scan: 10.119 | 1.125 ohm
Power found at scan optimum: 99.94 | 99.99 W
Power at half the optimum load: 50.00 | 50.00 W
Power at twice the optimum load: 50.00 | 50.00 W
Fundamental current amplitude: 4.444 | 13.333 A
Peak drain current: 8.889 | 26.667 A
Supply voltage: 50.00 | 16.67 V
Knee voltage: 5.00 | 1.67 V
Drain efficiency: 70.69 | 70.69 %
Transformation ratio R0/R: 4.938 | 44.444 (no unit)
Matching Q: 1.985 | 6.591 (no unit)
Series reactance: 20.093 | 7.415 ohm
Shunt reactance magnitude: 25.195 | 7.586 ohm
Series inductance: 1.599 | 0.590 nH
Shunt capacitance: 3.158 | 10.490 pF
Reflection limit for bandwidth: 0.10 (no unit)
Bandwidth, network solution: 11.36 | 3.09 %
Bandwidth, first-order formula: 11.29 | 3.07 %
Component quality: inductor 50, capacitor 200
Inductor loss: 3.82 | 11.65 % of device output
Inductor loss after retuning: 3.91 | 12.36 %
Inductor and capacitor loss: 4.74 | 14.16 %
15 V, two sections: middle resistance 7.500 ohm
15 V, two sections: Q of each 2.380 (no unit)
15 V, two sections: bandwidth 25.06 %
15 V, two sections: inductor loss 9.02 %
Output capacitance: 6.0 | 18.0 pF
omega R Cout: 0.763 | 0.254 (no unit)
Series resistance with Cout: 6.397 | 1.057 ohm
Series reactance with Cout: 4.883 | 0.269 ohm
L-section Q with Cout: 2.611 | 6.806 (no unit)
Bandwidth with Cout: 7.73 | 2.98 %
Inductor loss with Cout: 6.32 | 12.37 %
Stray inductance 0.1 nH: 1.257 ohm
Reflection from stray inductance: 0.062 | 0.488 (no unit)
15 V as supply: amplitude 13.50 V, load 0.911 ohm
15 V as supply: transformation ratio 54.87 (no unit)
Peak drain voltage: 95.00 | 31.67 V
Rough breakdown voltage, 45 V device: 150 V
45 V device: dissipated power 41.47 W
Thermal resistance 1.5 K/W, case 350 K
On-resistance power law 1.5, from 300 K
Estimated channel temperature 412.2 K
On-resistance: cool 0.562 ohm, hot 0.906 ohm
Hot, 100 W: amplitude 41.21 V, load 8.489 ohm
all tests passed
```
